# Density Tail and First Moment of a Single-Carrier Poisson-Boltzmann Layer

A semiconductor of relative permittivity \(\kappa\) fills the half-space \(z>0\). It contains no dopants and one type of mobile carrier, electrons, with sheet density \(N\) (number per area). A gate in the region \(z<0\) carries the balancing positive charge. All quantities depend on \(z\) alone. The electrons form a classical, nondegenerate gas in equilibrium at temperature \(T\), and each electron responds to the mean electrostatic potential \(\phi(z)\). The formulas below are solutions of this mean-field model.

The algebra uses atomic units, in which the elementary charge, \(\hbar\), the electron mass and \(4\pi\varepsilon_0\) equal 1; \(k\) is Boltzmann's constant. Numbers are in eV and angstrom, for which the factor \(e^2/(4\pi\varepsilon_0)=14.400\) eV Å must be restored. The example has round model parameters: \(\kappa=12\), \(T=300\) K, so \(kT=0.025852\) eV, and \(N=10^{-5}\) Å\(^{-2}\).

**(a) Write Poisson's equation as an equation for \(w=\ln n\), where \(n(z)\) is the electron density. Find its boundary condition at the surface when the field vanishes at infinite depth, and find a first integral.**

An electron has charge \(-1\) and potential energy \(-\phi\), so Boltzmann statistics give \(n\propto e^{\phi/kT}\). The charge density is \(-n\), and Poisson's equation reads

\[
\phi''=\frac{4\pi}{\kappa}\,n .
\]

In \(w=\ln n\) the density is measured in any fixed unit, which drops out on differentiation. Since \(w'=\phi'/kT\),

\[
w''=\frac{4\pi}{\kappa kT}\,n=\frac{2n}{K},\qquad K\equiv\frac{\kappa kT}{2\pi}.
\]

The constant \(K\) is an inverse length and does not depend on \(N\).

Integrate Poisson's equation from the surface to infinity. With \(\phi'(\infty)=0\),

\[
0-\phi'(0)=\frac{4\pi}{\kappa}\int_0^\infty n\,dz=\frac{4\pi N}{\kappa}.
\]

Division by \(kT\) gives

\[
w'(0)=-\frac{4\pi N}{\kappa kT}=-\frac{2N}{K}=-\frac{2}{b},\qquad b\equiv\frac{K}{N}=\frac{\kappa kT}{2\pi N}.
\]

The length \(b\) is the natural unit of depth. For the example,

\[
b=\frac{12\times0.025852}{2\pi\times14.400\times10^{-5}}\ \text{Å}=342.9\ \text{Å},
\]

or 648.0 bohr.

For the first integral, multiply \(w''=2n/K\) by \(2w'\) and use \(n'=nw'\):

\[
(w'^2)'=\frac{4}{K}\,n\,w'=\frac{4}{K}\,n'
\quad\Longrightarrow\quad
w'^2=\frac{4n}{K}+C .
\]

The constant \(C\) is fixed by what happens far from the surface.

**(b) Solve for the density when the field vanishes at infinite depth.**

The equation becomes linear in the variable \(y=n^{-1/2}\). Because \(w=-2\ln y\), we have \(y'=-\tfrac12yw'\). A second derivative gives

\[
y''=-\tfrac12y'w'-\tfrac12yw''
=\tfrac14yw'^2-\frac{yn}{K}
=\frac y4\left(w'^2-\frac{4n}{K}\right)=\frac C4\,y .
\]

To find \(C\), note that \(w''>0\), so \(w'\) rises towards its limit zero and is negative at every finite depth. The density therefore decreases with depth. As its integral \(N\) is finite, it must tend to zero. Both \(w'\) and \(n\) vanish at infinity, hence \(C=0\), and \(y\) is a linear function of \(z\).

At the surface the first integral gives the density \(n_s\):

\[
\frac{4}{b^2}=\frac{4n_s}{K}\quad\Longrightarrow\quad n_s=\frac{K}{b^2}=\frac Nb .
\]

Thus \(y(0)=b/\sqrt K\). The slope is \(y'(0)=-\tfrac12y(0)w'(0)=y(0)/b=1/\sqrt K\). Therefore \(y=(z+b)/\sqrt K\), and

\[
n(z)=\frac{K}{(z+b)^2}=\frac{Nb}{(z+b)^2}.
\]

The density is an inverse square of the depth shifted by \(b\). An exponential tail would need a steady force towards the surface. Here, by Gauss's law, the total force at depth \(z\) is proportional to the number of electrons lying still deeper, and it fades as they thin out.

For \(z\gg b\) the density approaches \(K/z^2\), which does not contain \(N\). A larger gate charge shortens \(b\) and adds its electrons near the surface, while the far tail saturates.

In the example \(n_s=2.92\times10^{-8}\) Å\(^{-3}\). At \(z=b\) the density is one quarter of this, and at \(z=10b\) it is smaller by \(11^2=121\), which gives \(2.41\times10^{-10}\) Å\(^{-3}\). Direct numerical integration of the second-order equation, without the first integral, reproduces these densities.

**(c) How is the charge distributed in depth, and does the mean depth exist?**

The sheet density lying beyond \(z\) is

\[
N_>(z)=\int_z^\infty\frac{K\,dz'}{(z'+b)^2}=\frac{K}{z+b}=N\,\frac{b}{z+b}.
\]

Setting \(z=0\) returns \(N\), as it must. Half of the charge lies beyond \(z=b\), so \(b\) is the median depth.

For the first moment, integrate up to a depth \(L\) and write \(z=(z+b)-b\) in the numerator:

\[
\begin{aligned}
M(L)&=\int_0^L z\,n\,dz
=K\int_0^L\left[\frac1{z+b}-\frac b{(z+b)^2}\right]dz\\
&=K\left[\ln\frac{L+b}{b}-b\left(\frac1b-\frac1{L+b}\right)\right]
=K\left[\ln\left(1+\frac Lb\right)-\frac L{L+b}\right].
\end{aligned}
\]

Since \(K/N=b\),

\[
\frac{M(L)}N=b\left[\ln\left(1+\frac Lb\right)-\frac L{L+b}\right].
\]

The bracket grows without bound, so the mean depth of the half-space layer is infinite although its total charge is finite. For \(L\gg b\), the expansions \(\ln(1+L/b)=\ln(L/b)+b/L+\dots\) and \(L/(L+b)=1-b/L+\dots\) give

\[
\frac{M(L)}N=b\left[\ln\frac Lb-1+\frac{2b}L+\dots\right].
\]

Each decade of depth finally adds \(b\ln10\). The moment is divided here by the total \(N\). The mean depth of just those electrons within \(L\) is larger by the factor \((L+b)/L\), which tends to 1 and leaves the divergence in place.

For \(L=10^4\) Å, \(L/b=29.165\), and

\[
\frac{M}{N}=342.88\,(3.4067-0.9669)\ \text{Å}=836.6\ \text{Å}.
\]

At \(10^5\) and \(10^6\) Å the values are 1605.5 and 2392.9 Å. The last decade adds 787.4 Å, compared with \(b\ln10=789.5\) Å. The shortfall of 2.1 Å is the change of the term \(2b^2/L\) between the two depths.

The electrons responsible are few. Beyond \(10^4\) Å lie 3.3% of them, and beyond \(10^5\) Å 0.34%. Each decade holds about a tenth of the charge of the one before, at ten times the depth, and so contributes equally to the moment.

**(d) What does this imply for the surface potential measured from the deep interior?**

The Boltzmann relation gives the potential drop directly:

\[
\phi(0)-\phi(L)=kT\ln\frac{n_s}{n(L)}=2kT\ln\left(1+\frac Lb\right).
\]

It also diverges, and electrostatics shows why the two divergences belong together. With no field at infinity, Gauss's law at depth \(z\) reads \(\phi'(z)=-(4\pi/\kappa)N_>(z)\). Integrate this by parts, using \(N_>'=-n\):

\[
\phi(0)-\phi(L)=\frac{4\pi}\kappa\int_0^LN_>\,dz
=\frac{4\pi}\kappa\left[L\,N_>(L)+M(L)\right].
\]

The first term in the bracket is \(KL/(L+b)\), which stays below \(K\). The unbounded part of the drop is therefore the first moment. Inserting \(M(L)\) cancels the fractions \(L/(L+b)\), and \(4\pi K/\kappa=2kT\) restores the logarithm above.

In the example the drop to \(10^4\) Å is \(2\times0.025852\times3.4067=0.1761\) eV, expressed as an energy per electron. It reaches 0.2936 eV at \(10^5\) Å and 0.4125 eV at \(10^6\) Å. In this model a surface potential has a value only together with the depth of its reference point.

**(e) Let the semiconductor be a film of thickness \(L\), with zero field at its back face. Find the density and the mean depth, and examine thin and thick films.**

All \(N\) electrons are now inside the film, so Gauss's law again gives \(w'(0)=-2/b\). At the back \(w'(L)=0\) while the density there, \(n_L\), is positive. The first integral yields \(C=-4n_L/K\), which is negative. Write \(n_L=Kq^2\) with \(q>0\); then \(C=-4q^2\) and \(y''=-q^2y\). The solution with \(y'(L)=0\) and \(y(L)=n_L^{-1/2}=1/(q\sqrt K)\) is

\[
y=\frac{\cos[q(L-z)]}{q\sqrt K},\qquad
n(z)=\frac{Kq^2}{\cos^2[q(L-z)]}.
\]

The density must be finite throughout the film, so \(0<qL<\pi/2\). The surface condition fixes \(q\):

\[
w'(0)=-\frac{2y'(0)}{y(0)}=-2q\tan(qL)=-\frac2b
\quad\Longrightarrow\quad q\tan(qL)=\frac1b .
\]

The left side rises from 0 to infinity over the allowed range, so there is one solution.

The charge beyond \(z\) is \(N_>(z)=Kq\tan[q(L-z)]\). As \(N_>(L)=0\), integration by parts turns the first moment into the integral of \(N_>\):

\[
M=\int_0^LKq\tan(qx)\,dx=-K\ln\cos(qL)=\frac K2\ln\left[1+\tan^2(qL)\right],
\]

where \(x=L-z\). With \(\tan(qL)=1/(qb)\), the mean depth is

\[
\bar z=\frac MN=\frac b2\ln\left[1+\frac1{(qb)^2}\right].
\]

*Thin film,* \(L\ll b\). Here \(qL\) is small and \(q\tan(qL)\approx q^2L\), so \(q^2\approx1/(bL)\). Then \(\bar z\approx(b/2)\ln(1+L/b)\approx L/2\), the mean depth of a uniform density.

*Thick film,* \(L\gg b\). Put \(qL=\pi/2-\delta\). The condition becomes \(\tan\delta=qb\), which is small, so \(\delta\approx qb\) and \(q\approx\pi/[2(L+b)]\). Hence

\[
\bar z\approx b\ln\frac1{qb}\approx b\ln\frac{2L}{\pi b}=b\left[\ln\frac Lb-0.45\right].
\]

The logarithm has the same coefficient as in the truncated half-space, but the constant is \(-0.45\) instead of \(-1\). Truncation discards the electrons beyond \(L\), whereas the film keeps them. Their number per area is about \(K/L\), and placing them at depths of order \(L\) changes the moment by an amount of order \(K\), which is of order \(b\) in the mean depth.

For \(L=10^4\) Å the condition gives \(q=1.5188\times10^{-4}\) Å\(^{-1}\), so \(qb=0.05208\) and \(\bar z=1013.7\) Å. The thick-film form gives 1001.7 Å. Most of the difference is the neglected \(b\ln(1+b/L)\approx b^2/L=11.8\) Å. For \(L=10^6\) Å, \(\bar z=2580.8\) Å, which exceeds the truncated value by 187.9 Å, or \(0.55b\), as the two constants require.

The relation of part (d), with \(N_>(L)=0\), gives the potential drop across the film as \((4\pi/\kappa)N\bar z=(2kT/b)\bar z\). This is \(1.5079\times10^{-4}\times1013.7=0.1529\) eV for the thinner film and 0.3892 eV for the thicker one.

**(f) Return to the half-space and let a uniform force \(F>0\) towards the surface act on each electron, in addition to the force from the other electrons and the gate charge that balances them. Find the density and the mean depth.**

Such a force is a simple model of ionized acceptors whose charge lies mostly far behind the electron layer. The gate then balances that charge too. Far from the surface \(\phi'\to-F\), so

\[
w'(\infty)=-\frac1\ell,\qquad \ell\equiv\frac{kT}F .
\]

The density vanishes at infinity, and the first integral gives \(C=1/\ell^2\). With \(a=1/(2\ell)\) this is \(C=4a^2\), hence \(y''=a^2y\) and \(y=\alpha e^{az}+\beta e^{-az}\). Substituting \(w'=-2y'/y\) and \(n=1/y^2\) in the first integral gives

\[
y'^2-a^2y^2=\frac1K,
\]

and for this \(y\) the left side equals \(-4a^2\alpha\beta\). The coefficients thus have opposite signs. Since \(y\) is positive at large depth, \(\alpha>0>\beta\), and the sum is a shifted hyperbolic sine. Its amplitude \(A\) obeys \(A^2a^2=1/K\), so

\[
y=\frac{\sinh[a(z+z_0)]}{a\sqrt K},\qquad
n(z)=\frac{Ka^2}{\sinh^2[a(z+z_0)]}.
\]

At the surface both contributions to the field add: \(w'(0)=-2/b-1/\ell=-2/b-2a\). Since \(w'(0)=-2a\coth(az_0)\),

\[
\coth(az_0)=1+\frac1{ab}.
\]

The identity \(\coth u=1+2/(e^{2u}-1)\) then gives

\[
e^{2az_0}=1+2ab=1+\frac b\ell,\qquad z_0=\ell\ln\left(1+\frac b\ell\right).
\]

The charge beyond \(z\) is \(N_>(z)=Ka\{\coth[a(z+z_0)]-1\}\), which decays exponentially. The boundary term of the integration by parts vanishes at infinity, and with \(u=a(z+z_0)\)

\[
M=\int_0^\infty N_>\,dz=K\int_{az_0}^\infty(\coth u-1)\,du
=K\Big[\ln\sinh u-u\Big]_{az_0}^\infty .
\]

Because \(\ln\sinh u-u=\ln(1-e^{-2u})-\ln2\), the constants cancel between the limits:

\[
M=-K\ln\left(1-e^{-2az_0}\right)=-K\ln\frac b{b+\ell},
\qquad
\bar z=b\ln\left(1+\frac\ell b\right).
\]

*Strong force,* \(\ell\ll b\): \(\bar z\to\ell\), the mean depth of an exponential layer in a uniform field. *Weak force,* \(\ell\gg b\): \(\bar z\to b\ln(\ell/b)\). The coefficient is again \(b\), with \(\ell\) as the cutoff length and an additive constant of zero.

A force of \(10^{-5}\) eV/Å is 15 times weaker than the force \(2kT/b\) on an electron at the surface of the unforced layer. It gives \(\ell=2585\) Å and \(\bar z=342.88\ln(8.540)=735.4\) Å. This weak force changes an infinite mean depth into about twice the median depth \(b\) of the unforced layer. In a silicon-like material at 300 K it corresponds to only about \(8\times10^{12}\) acceptors per cm\(^3\); ordinary doping gives a much stronger force and a much thinner layer. For \(\ell=b/50=6.86\) Å the formula gives 6.79 Å, close to \(\ell\). That case checks the mathematical limit; the classical gas is not a physical description of a layer much narrower than the thermal wavelength, which is estimated in part (g).

**(g) Where does the model fail, and does the logarithm depend on the details at the surface?**

*Statistics.* Boltzmann statistics are least accurate where the density is largest. Take one valley, two spin states and a model mass \(m=0.3\) electron masses. The thermal wavelength is \(\lambda=\sqrt{2\pi/(mkT)}=78.6\) Å. For the unforced half-space the fugacity at the surface is \(x=n_s\lambda^3/2=0.0071\). Expanding the Fermi function in \(x\) gives

\[
n=\frac2{\lambda^3}\left(x-\frac{x^2}{2^{3/2}}+\dots\right).
\]

The relative deficit is therefore about \(x/2^{3/2}=0.25\%\) of the Boltzmann density at the same fugacity. The full Fermi integral gives the same figure.

*Quantum exclusion.* A hard wall forces the quantum density to zero at \(z=0\), and for a nondegenerate gas in a flat potential the density recovers as \(1-e^{-4\pi z^2/\lambda^2}\). The excluded width is the integral of the exponential, \(\lambda/4\approx20\) Å. The layer is pushed deeper by about this amount, some 6% of \(b\), and the density within the first 40 Å is altered strongly. The digits of the depths above describe the classical model; for a real layer these depths are only estimates.

*The tail.* Suppose the classical equation holds only beyond some depth \(z_1\), with zero field at infinity. The argument of part (b) applies unchanged to \(z>z_1\): \(C=0\), \(y\) is linear with slope \(1/\sqrt K\), and \(n=K/(z+b')^2\). The shift \(b'\) follows from the charge beyond \(z_1\), through \(K/(z_1+b')=N_>(z_1)\). Whatever happens near the surface, the first moment still grows as \(K\ln L\). Surface details change the additive constant.

*The deep interior.* The tail ends where its assumptions end. If the material has a background density \(n_b\) of donors or of thermally generated carriers, the single-carrier equation fails once \(K/z^2\) has fallen to about \(n_b\), that is at

\[
z\sim\sqrt{\frac K{n_b}}=\sqrt{\frac{\kappa kT}{2\pi n_b}},
\]

which is \(\sqrt2\) times the Debye length \(\sqrt{\kappa kT/(4\pi n_b)}\) of that background. In the example \(K/z^2\) is \(3.4\times10^{13}\) cm\(^{-3}\) at \(10^4\) Å, \(3.4\times10^{11}\) cm\(^{-3}\) at \(10^5\) Å and \(3.4\times10^{9}\) cm\(^{-3}\) at \(10^6\) Å. The half-space values quoted for these depths apply only if the background density is well below these figures; the deepest ones illustrate the mathematics of the model. In a silicon-like material at 300 K the intrinsic density of about \(10^{10}\) cm\(^{-3}\) already exceeds the last figure, and the total potential drop saturates near 0.385 eV. Acceptors end the tail sooner, because their depletion charge supplies the force of part (f). With the same intrinsic density and \(n_b\) between \(10^{13}\) and \(10^{15}\) cm\(^{-3}\), the electron density has dropped to half the half-space value at about a third of the depth \(\sqrt{K/n_b}\), and at \(10^{15}\) cm\(^{-3}\) the surface density is already 2.8 times \(N/b\). A mean depth for a nearly undoped layer thus reports on the back face, the residual field or the background as well as on the gate charge. The median depth \(b\) of the half-space solution is finite without such a cutoff, but it also moves once a residual force acts. Setting \(N_>=N/2\) in part (f) gives the median \(\ell\ln[(1+2b/\ell)/(1+b/\ell)]\), which is 286 Å for the force of \(10^{-5}\) eV/Å, and acceptor densities of \(10^{14}\) and \(10^{15}\) cm\(^{-3}\) lower the median to about 190 and 90 Å. The numerical output collects the computed values for the half-space, the two film thicknesses and the two forces.

## Values computed for the example and the checks

```
relative permittivity kappa = 12.0
temperature = 300.0 K
thermal energy kT = 0.025852 eV
e^2/(4 pi eps0) = 14.39965 eV angstrom
sheet density N = 1.000e-05 angstrom^-2
median depth b = 342.881 angstrom
median depth b = 647.952 bohr
surface density N/b = 2.9165e-08 angstrom^-3
surface force 2kT/b = 1.5079e-04 eV/angstrom
b ln 10 = 789.513 angstrom
Half-space: depth, numerical density, fraction beyond
  0.00 angstrom, 2.9165e-08 angstrom^-3, 1.00000
  342.88 angstrom, 7.2912e-09 angstrom^-3, 0.50000
  3428.81 angstrom, 2.4103e-10 angstrom^-3, 0.09091
  34288.12 angstrom, 2.8590e-12 angstrom^-3, 0.00990
Half-space: cutoff L, moment/N numerical, moment/N formula
  1e+04, 836.569, 836.569 angstrom
  1e+05, 1605.501, 1605.501 angstrom
  1e+06, 2392.905, 2392.904 angstrom
numerical gain in last decade = 787.405 angstrom
Half-space: cutoff L, fraction beyond L, potential drop
  1e+04 angstrom, 0.033151, 0.17614 eV
  1e+05 angstrom, 0.003417, 0.29363 eV
  1e+06 angstrom, 0.000343, 0.41252 eV
Film thickness = 1e+04 angstrom
  wave number q = 1.51877e-04 angstrom^-1
  centroid numerical = 1013.698 angstrom
  centroid formula = 1013.698 angstrom
  centroid large-L form = 1001.684 angstrom
  potential drop = 0.15286 eV
Film thickness = 1e+06 angstrom
  wave number q = 1.57026e-06 angstrom^-1
  centroid numerical = 2580.828 angstrom
  centroid formula = 2580.828 angstrom
  centroid large-L form = 2580.711 angstrom
  potential drop = 0.38917 eV
residual force F = 1.0e-05 eV/angstrom
moderate force: length kT/F = 2585.200 angstrom
  centroid numerical = 735.384 angstrom
  centroid formula = 735.384 angstrom
strong force: length kT/F = 6.858 angstrom
  centroid numerical = 6.790 angstrom
  centroid formula = 6.790 angstrom
model mass = 0.3 electron masses
thermal wavelength = 78.57 angstrom
surface fugacity = 0.00707
Fermi density deficit = 0.249 percent
```
